\section*{Hard-Sphere Collision Rates from the No-Time-Counter Rule}

\section{Two naive ways to collide particles}

A direct simulation Monte Carlo calculation of a low-pressure deposition chamber moves simulated particles for a short time $\Delta t$, then lets particles in the same cell collide. Suppose the number of collisions is taken from an equilibrium formula and that many pairs are drawn at random. A pair approaching at $600\,\mathrm{m/s}$ then collides no more often than one approaching at $100\,\mathrm{m/s}$, although it sweeps out six times the volume. Momentum and energy are exchanged between the wrong particles, and in a gas far from equilibrium, such as one crossed by a beam of sputtered atoms, even the total number of collisions can be wrong.

The opposite approach is to visit every pair and collide it with its own probability. For a short step this gives the right rates, but a cell of $N$ particles has $N(N-1)/2$ pairs. With $N=20$ there are 190 trials per step, and in the example below they yield fewer than one collision on average. The design problem is to keep the pair rates while testing only a few pairs.

\section{The rate that must be reproduced}

Let the molecules be hard spheres of diameter $d$ in a cell of volume $V$. In the frame of one molecule, a second one approaches with relative speed $g$. If its impact parameter $b$ is less than $d$, contact occurs when the distance still to go to closest approach is $\sqrt{d^2-b^2}$. To make contact within $\Delta t$, the second molecule must start on the segment of length $g\Delta t$ that ends at this contact point. The starting positions that lead to a collision therefore fill the volume
\begin{equation}
\int_0^d 2\pi b\,(g\Delta t)\,db=\pi d^2 g\Delta t=\sigma g\Delta t,
\qquad \sigma=\pi d^2 .
\end{equation}
In a dilute gas that is uniform across the cell, the relative position is equally likely to lie anywhere in $V$, and third molecules can be ignored. A real pair then collides with probability $\sigma g\Delta t/V$.

Each simulated particle stands for $F$ real molecules. Two simulated particles $i$ and $j$ thus represent $F^2$ real pairs, which make $F^2\sigma g_{ij}\Delta t/V$ collisions on average. One simulated collision changes the velocities of two particles and so represents $F$ real collisions. Dividing by $F$ gives the expected number of simulated collisions of the pair:
\begin{equation}
\kappa g_{ij}\Delta t,\qquad \kappa=\frac{F\sigma}{V}.
\label{pair}
\end{equation}
The target for the whole cell, at given velocities, is $\kappa\Delta t\sum_{i<j}g_{ij}$.

\section{Fewer trials, each more likely to succeed}

When all pairs are tested, nearly every trial fails. The cure is to raise all acceptance probabilities by a common factor and reduce the number of trials by the same factor. The largest permissible acceptance probability is one, so let $G$ be a speed that no pair exceeds, and accept a candidate pair with probability $g_{ij}/G$.

The number of candidates $M$ follows from (\ref{pair}). Draw $i$ uniformly from the $N$ particles and $j$ from the other $N-1$. A given pair can be drawn in two orders, so its chance is $2/[N(N-1)]$. If $M$ has mean $M^*$, the expected number of accepted collisions of that pair is
\begin{equation}
M^*\,\frac{2}{N(N-1)}\,\frac{g_{ij}}{G}.
\end{equation}
Setting this equal to $\kappa g_{ij}\Delta t$, the speed $g_{ij}$ cancels, and one number serves all pairs:
\begin{equation}
M^*=\tfrac12N(N-1)\,\kappa G\Delta t .
\label{ntc}
\end{equation}
This is the no-time-counter rule. With the velocities held at their values at the start of the step, it reproduces the hard-sphere rate pair by pair, and hence in total. The bound $G$ affects the cost but not this expectation.

In general $M^*$ is not an integer. Write $M^*=m+f$ with $m$ an integer and $0\le f<1$, and take $M=m+1$ with probability $f$ and $M=m$ otherwise. The mean is $(1-f)m+f(m+1)=m+f$, as required. If the fraction is dropped instead, only $m/M^*$ of the collisions remain, and none at all when $M^*<1$.

Three particles show the selection at work. Let their velocities be $(300,0,0)$, $(-300,0,0)$ and $(0,400,0)\,\mathrm{m/s}$, so that $g_{12}=600\,\mathrm{m/s}$ and $g_{13}=g_{23}=500\,\mathrm{m/s}$. Choose $\kappa\Delta t=10^{-3}\,\mathrm{s/m}$, a large value that makes collisions frequent. The target counts are $0.6$, $0.5$ and $0.5$. With the bound $G=757.19\,\mathrm{m/s}$ derived in the next section, $M^*=3\times10^{-3}\times757.19=2.2716$. Drawing candidates $100\,000$ times over, with the velocities never changed, gave mean counts of $0.6007$, $0.5030$ and $0.4987$. Without the fractional candidate, the expected counts would fall to $2/2.2716=0.88$ of their targets.

\section{A bound that survives the step}

An acceptance probability cannot exceed one. If $G$ is too small, pairs with $g>G$ are accepted every time they are drawn, which is still too seldom. A safe bound follows from the velocities $\mathbf c_k$ relative to the mean velocity of the cell:
\begin{equation}
g_{ij}^2=|\mathbf c_i-\mathbf c_j|^2
=2(c_i^2+c_j^2)-|\mathbf c_i+\mathbf c_j|^2
\le 2\sum_k c_k^2\equiv G^2 .
\label{bound}
\end{equation}
For particles of equal mass, elastic collisions conserve the mean velocity and $\sum_kc_k^2$. The same $G$ therefore holds throughout the step. For the three particles above, the mean velocity is $(0,133.3,0)\,\mathrm{m/s}$ and
\begin{equation}
\sum_kc_k^2=2(300^2+133.3^2)+266.7^2\approx2.867\times10^5\,\mathrm{m^2/s^2},
\end{equation}
which gives the quoted $G$.

The damage done by a low bound can be calculated for a Maxwellian gas of molecular mass $m_0$ and temperature $T$. Each component of the relative velocity is the difference of two independent Gaussian variables of variance $kT/m_0$, and so has variance $2kT/m_0$. With $a=2\sqrt{kT/m_0}$, the relative speed has the density
\begin{equation}
p(g)=\frac{4g^2}{\sqrt\pi\,a^3}e^{-g^2/a^2},
\qquad
\langle g\rangle=\frac{2a}{\sqrt\pi}=4\sqrt{\frac{kT}{\pi m_0}} .
\label{meang}
\end{equation}
Clipping replaces $g$ by $\min(g,G)$, so the mean loses $\int_G^\infty(g-G)p\,dg$. Put $x=g/a$ and $y=G/a$. Integration by parts gives
\begin{align}
\int_y^\infty x^3e^{-x^2}dx&=\tfrac12(1+y^2)e^{-y^2},\\
\int_y^\infty x^2e^{-x^2}dx&=\tfrac12ye^{-y^2}+\tfrac{\sqrt\pi}{4}\,\mathrm{erfc}\,y .
\end{align}
The first integral minus $y$ times the second is $\frac12e^{-y^2}-\frac{\sqrt\pi}{4}y\,\mathrm{erfc}\,y$, because the terms in $y^2e^{-y^2}$ cancel. Multiplying by $4a/\sqrt\pi$ and dividing by $\langle g\rangle=2a/\sqrt\pi$ gives the lost fraction of collisions:
\begin{equation}
\ell(y)=e^{-y^2}-\tfrac{\sqrt\pi}{2}\,y\,\mathrm{erfc}\,y .
\label{loss}
\end{equation}
As $y\to0$ everything is lost, since (\ref{ntc}) then supplies no candidates. For $G=\langle g\rangle$ the surviving fraction is $0.831$. For $G=2\langle g\rangle$ the loss is only $0.33\,\%$ of the total rate, but it falls entirely on the fastest pairs.

\section{Particle numbers that fluctuate}

The continuum rate contains the square of the density, whereas (\ref{ntc}) contains $N(N-1)$. If $N_{\rm tot}$ particles occupy the cells independently, $N$ is binomial and $E[N(N-1)]=\bar N^2(1-1/N_{\rm tot})$, so the two agree when the total is large. When the cell also holds only a small share of the total, $N$ is Poisson distributed with mean $\bar N$:
\begin{equation}
E[N(N-1)]=\sum_{N\ge2}\frac{e^{-\bar N}\bar N^N}{(N-2)!}
=\bar N^2 .
\end{equation}
If the velocities are also independent and Maxwellian, the mean number of simulated collisions is
\begin{equation}
C=\tfrac12\bar N^2\kappa\langle g\rangle\Delta t .
\label{count}
\end{equation}
The real density is $n=F\bar N/V$. Multiplication by $F$ gives the number of real collisions:
\begin{equation}
FC=\tfrac12\frac{F^2\bar N^2}{V}\sigma\langle g\rangle\Delta t
=\tfrac12n^2\sigma\langle g\rangle V\Delta t ,
\end{equation}
which is the continuum result. The factor $\frac12$ counts each pair once. In a closed cell with $N$ fixed, the rule gives $(N-1)/N$ of the value obtained by inserting $n=FN/V$.

Other counting rules can be judged in the same way. Suppose $N(N-1)$ is replaced by $N\bar N$, with $\bar N$ known. A particle alone in the cell has no partner, so the term $N=1$ contributes nothing, and the fraction of the correct rate is
\begin{equation}
\frac{\bar N\left(\bar N-\bar Ne^{-\bar N}\right)}{\bar N^2}=1-e^{-\bar N}.
\end{equation}
If $N^2$ is used, then $E[N^2]=\bar N^2+\bar N$, from which the lone-particle term $\bar Ne^{-\bar N}$ must again be removed. The ratio becomes $1+(1-e^{-\bar N})/\bar N$. For $\bar N=2$ the two rules give $0.865$ and $1.432$. For $\bar N=20$ the first is accurate to about two parts in $10^9$, while the second is still $5\,\%$ too high.

\section{A cell in a low-pressure chamber}

Take a model gas with $m_0=40\,\mathrm u$, $d=0.40\,\mathrm{nm}$, $T=300\,\mathrm K$ and pressure $p=1\,\mathrm{Pa}$. Then $n=p/(kT)=2.414\times10^{20}\,\mathrm{m^{-3}}$, $\sigma=5.027\times10^{-19}\,\mathrm{m^2}$ and, from (\ref{meang}), $\langle g\rangle=563.6\,\mathrm{m/s}$. Each molecule collides at the rate $n\sigma\langle g\rangle=6.84\times10^4\,\mathrm{s^{-1}}$. The mean free path, defined as mean speed divided by this rate, is $5.8\,\mathrm{mm}$.

A cubic cell of side $1\,\mathrm{mm}$ is smaller than the mean free path. With $\bar N=20$,
\begin{align}
F&=\frac{2.414\times10^{20}\times10^{-9}}{20}=1.207\times10^{10},\\
\kappa&=\frac{F\sigma}{V}=6.068\,\mathrm{m^{-1}} .
\end{align}
For a step of $1\,\mu\mathrm s$, (\ref{count}) gives
\begin{equation}
C=\tfrac12\times20^2\times6.068\times563.6\times10^{-6}=0.684
\end{equation}
simulated collisions, or $FC=8.26\times10^9$ real ones. As each collision involves two particles, a particle undergoes $2C/\bar N=0.068$ collisions per step on average.

The saving can be estimated for a cell with $N=20$. Since $E[\sum_kc_k^2]=3(N-1)kT/m_0$ and $\sqrt{kT/m_0}=249.7\,\mathrm{m/s}$, a typical bound is $G\approx\sqrt{6\times19}\times249.7\approx2670\,\mathrm{m/s}$. Then $M^*\approx190\times6.068\times2670\times10^{-6}\approx3.1$. About three candidates replace 190 trials.

The complete rule was run on independent cells with Poisson particle numbers, Maxwellian velocities and isotropic scattering after each accepted collision. Table~\ref{runs} gives the mean collision count divided by (\ref{count}), with one standard error. The low-bound run used $G=\langle g\rangle$; all others used (\ref{bound}).

\begin{table}[h]
\caption{Collision counts relative to the continuum value.}
\label{runs}
\begin{tabular}{lccc}
Case & Cells & Predicted & Run\\
$\bar N=20$, $1\,\mu$s & 30\,000 & 1 & $0.988\pm0.007$\\
$\bar N=20$, $10\,\mu$s & 8\,000 & 1 & $1.002\pm0.007$\\
$\bar N=2$, $N(N-1)$, $10\,\mu$s & 25\,000 & 1 & $0.976\pm0.012$\\
$\bar N=2$, $N\bar N$, $10\,\mu$s & 25\,000 & 0.865 & $0.850\pm0.007$\\
$\bar N=2$, $N^2$, $10\,\mu$s & 25\,000 & 1.432 & $1.422\pm0.014$\\
$\bar N=20$, low bound, $10\,\mu$s & 8\,000 & 0.831 & $0.824\pm0.005$
\end{tabular}
\end{table}

Each run lies within about two standard errors of its prediction, but five of the six lie below it. Taken together, the deviations amount to about three standard errors, more than chance usually gives. The derivation contains no such deficit, and these runs alone cannot say whether it is chance or a small fault in the sampling. They agree with the predictions to within $2.5\,\%$, which is enough to separate the counting rules at $\bar N=2$. In a further run of $15\,000$ cells with $\bar N=20$ and a $1\,\mu\mathrm s$ step, the fractional part of $M^*$ was dropped. The ratio fell to $0.841\pm0.009$, a loss far outside the scatter.

\section{Velocities that change during the step}

The derivation so far held the velocities fixed, but an accepted collision changes them before the next candidate is drawn. In equilibrium this does no harm. Isotropic scattering preserves the pair's momentum and $g$, and it is as likely to turn one direction of relative velocity into another as the reverse. The acceptance probability depends on $g$ and $G$, both unchanged by the collision. The Maxwellian distribution is therefore preserved by every candidate, and (\ref{count}) holds for any $\Delta t$. This concerns the collision count alone; a long step still harms the transport of particles between cells.

Away from equilibrium, the reference is a process in which each pair collides at the instantaneous rate $\kappa g_{ij}$. For a function $\phi$ of all velocities, let $\langle\phi\rangle_{ij}$ be its average after a collision of $i$ and $j$, and define
\begin{equation}
L\phi=\sum_{i<j}\kappa g_{ij}\left(\langle\phi\rangle_{ij}-\phi\right),
\qquad R=\kappa\sum_{i<j}g_{ij}.
\end{equation}
After a time $s$ the expected collision rate is $e^{Ls}R$, so the expected count is $\int_0^{\Delta t}e^{Ls}R\,ds$.

Let $\Lambda=M^*/\Delta t=\frac12N(N-1)\kappa G$. A candidate is a given pair and is accepted with probability $\kappa g_{ij}/\Lambda$. One candidate thus changes the expectation of $\phi$ to $B\phi$, with $B=I+L/\Lambda$, and its total acceptance probability is $R/\Lambda$. Candidate number $k+1$ is drawn if $M>k$, so the expected count is
\begin{equation}
\sum_{k\ge0}P(M>k)\,\frac{B^kR}{\Lambda}.
\label{ksum}
\end{equation}

Suppose first that $M$ is drawn from a Poisson distribution of mean $\Lambda\Delta t$. Then $P(M>k)$ is the probability that event $k+1$ of a Poisson process of rate $\Lambda$ occurs before $\Delta t$:
\begin{equation}
P(M>k)=\int_0^{\Delta t}\Lambda e^{-\Lambda s}\frac{(\Lambda s)^k}{k!}\,ds .
\end{equation}
Inserting this in (\ref{ksum}) and summing over $k$ gives
\begin{equation}
\int_0^{\Delta t}e^{-\Lambda s}e^{\Lambda sB}R\,ds
=\int_0^{\Delta t}e^{Ls}R\,ds ,
\end{equation}
because $\Lambda B=\Lambda I+L$. Poisson candidates reproduce the continuous-time count for any step length, provided $G$ remains a valid constant bound.

For the rounded $M$, expand $B^k=I+kL/\Lambda+\dots$. The sum over $k<M$ gives
\begin{equation}
\frac{E[M]}{\Lambda}R+\frac{E[M(M-1)]}{2\Lambda^2}LR+\dots,
\end{equation}
to be compared with $\Delta t\,R+\frac12\Delta t^2LR+\dots$. The first terms agree. For the second,
\begin{align}
E[M(M-1)]&=(1-f)m(m-1)+f(m+1)m\nonumber\\
&=m^2+2mf-m=(m+f)^2-(m+f^2).
\end{align}
Since $(m+f)^2=\Lambda^2\Delta t^2$, the leading error for short steps is
\begin{equation}
\delta C=-\frac{m+f^2}{2\Lambda^2}\,LR .
\label{error}
\end{equation}
The count is too low if collisions are raising the total rate and too high if they are lowering it.

\section{A relaxing gas solved in closed form}

The size of this error can be seen with six particles that have four allowed velocities, of unit speed along $\pm x$ and $\pm y$. Let $k$ particles move along each of $\pm y$ and $3-k$ along each of $\pm x$. An opposite pair has $g=2$ and leaves a collision along either axis with equal chance. A perpendicular pair has $g=\sqrt2$, and momentum conservation leaves its two velocities as they were, apart from exchange. In units with $\kappa=1$, $k$ rises at the rate $\frac12\times2(3-k)^2=(3-k)^2$ and falls at the rate $k^2$.

With $q=k(3-k)$ there are $(3-k)^2+k^2=9-2q$ opposite pairs and $4q$ perpendicular ones, so
\begin{equation}
R=2(9-2q)+4\sqrt2\,q=18+4(\sqrt2-1)q .
\end{equation}
A rise in $k$ changes $q$ by $2-2k$, and a fall changes it by $2k-4$. Hence
\begin{equation}
Lq=(3-k)^2(2-2k)+k^2(2k-4)=18-10q ,
\end{equation}
as expansion of both sides in $k$ confirms. The rate relaxes to $R_\infty=18+7.2(\sqrt2-1)=20.98$ with decay constant $10$. Starting from $k=0$, where $R_0=18$, the counts after a time $t$ and after $M$ candidates are
\begin{align}
C(t)&=R_\infty t+(R_0-R_\infty)\frac{1-e^{-10t}}{10},\\
C_M&=R_\infty\frac M\Lambda+(R_0-R_\infty)\frac{1-(1-10/\Lambda)^M}{10}.
\end{align}

For $t=0.21$ the first gives $4.1446$. The tight bound $G=2$ gives $\Lambda=15\times2=30$ and $M^*=6.3$. Averaging $C_M$ over $M=6$ and $7$ with weights $0.7$ and $0.3$ gives $4.1316$, which is $0.31\,\%$ below the continuous-time count. With $G=20$ there are 63 candidates and the deficit is $0.03\,\%$. In this model a looser bound brings the rounded rule closer to the Poisson one, at ten times the cost. Equation (\ref{error}) would predict an error of $-0.10$ for $G=2$, whereas the actual error is $-0.013$. The expansion fails here because $10t=2.1$ is not small: most of the relaxation takes place within the step.

\section{What the rule leaves to the user}

The rule pairs particles anywhere in the cell, so the cell must be small compared with the distances over which the gas changes. The continuum rate also requires uncorrelated pairs; if the same few particles collide repeatedly, (\ref{pair}) still holds for the simulated pairs, but their velocities need no longer represent the gas. Finally, the result concerns a mean. In the example a cell has $0.68$ collisions per step on average, so a single step says little about the rate, and many steps or many cells must be averaged.
